\section*{Thermal Spreading Resistance of a Long Surface Heat Strip}

\section{The length inside the logarithm}

A thermal calculation for a power transistor can replace the heated channel by a long strip on a substrate and solve the conduction problem in the cross-section. One must then decide where the cross-section ends and which surface is held at the reference temperature. This decision cannot be postponed by taking a very large domain, because the temperature rise grows without limit as the isothermal surface recedes. The resistance derived here shows which length enters, with what numerical factor, and when the two-dimensional cross-section may be used.

Let $x$ run across the strip, $z$ along it, and $y\ge 0$ into the substrate. The strip occupies $|x|<a$, with width $w=2a$ and length $L$. It releases a steady power $P$, spread uniformly, so the power per length is $P'=P/L$. The rest of the top face is adiabatic. The conductivity $k$ is isotropic and independent of temperature, and Fourier's law is assumed to hold down to the scale $w$. Let $T$ denote the temperature rise above the reference. Until the finite length is treated, $T$ does not depend on $z$, and
\begin{equation}
\nabla^2T=0,\qquad
-k\left.\frac{\partial T}{\partial y}\right|_{y=0}=
\begin{cases}P'/w,&|x|<a,\\0,&|x|>a.\end{cases}
\label{problem}
\end{equation}
The resistance times length, $R'$, is the width-averaged rise of the strip divided by $P'$. Its SI unit is $\mathrm{K\,m/W}$. It is convenient to write
\begin{equation}
R'=\frac{\overline T}{P'}=\frac{B}{\pi k},
\label{bracket}
\end{equation}
where the dimensionless bracket $B$ contains the geometry. A subscript on $B$ will mark a different temperature definition or strip condition.

\section{Why an outer boundary is needed}

Shrink the strip to a line at the origin. The temperature then depends on the distance $r$ alone. In the steady state all the power crosses every half-cylinder around the line. Its arc length is $\pi r$, so
\begin{equation}
-\pi r k\frac{dT}{dr}=P'.
\label{flux}
\end{equation}
Dividing by $\pi rk$ and integrating from $r$ to $R$ gives
\begin{equation}
T(r)=T(R)+\frac{P'}{\pi k}\ln\frac{R}{r}.
\label{line}
\end{equation}
If $T(R)=0$ and $R\to\infty$, the rise at any fixed $r$ diverges. Each doubling of $R$ adds $P'\ln2/(\pi k)$, because the flux falls only as $1/r$ and every doubling of distance costs the same temperature drop. The logarithm also diverges at $r=0$, but this second divergence belongs to the line source and is removed by the finite width.

The outer divergence is removed by a physical statement: some surface at a finite distance is isothermal. Two such surfaces are treated, a half-cylinder and the flat back face of the substrate.

\section{Isothermal half-cylinder}

Let $T=0$ on $r=R$, with $R>a$. Consider a line source at $(x',0)$ and an image at $(R^2/x',0)$, outside the domain. With $\mathbf r=(x,y)$ and both positions written as vectors along the surface, define
\begin{equation}
g(\mathbf r,x')=-\ln|\mathbf r-\mathbf x'|
+\ln\left(\frac{|x'|}{R}\left|\mathbf r-\frac{R^2}{x'^2}\mathbf x'\right|\right).
\label{image}
\end{equation}
Both terms are harmonic inside the half-disc. Both depend on $y$ through $y^2$, so their normal derivative vanishes on the surface away from the source. At a point of the outer boundary at angle $\theta$ from the $x$ axis,
\begin{align}
\frac{x'^2}{R^2}\left|\mathbf r-\frac{R^2}{x'^2}\mathbf x'\right|^2
&=\frac{x'^2}{R^2}\left(R^2-\frac{2R^3\cos\theta}{x'}+\frac{R^4}{x'^2}\right)\nonumber\\
&=x'^2-2Rx'\cos\theta+R^2=|\mathbf r-\mathbf x'|^2,
\end{align}
so the logarithms cancel and $g=0$ there. Near the source $g$ behaves as $-\ln|\mathbf r-\mathbf x'|$, which by \eqref{line} is the field of power per length $P'$ when multiplied by $P'/(\pi k)$.

On the surface, the argument of the second logarithm is $|xx'-R^2|/R=R(1-xx'/R^2)$. Hence
\begin{equation}
g(x,x')=-\ln|x-x'|+\ln R+\ln\left(1-\frac{xx'}{R^2}\right).
\label{kernel}
\end{equation}
Uniform heating gives each source position the weight $dx'/w$, and the width average gives each observation position the weight $dx/w$. Thus $B$ is the average of \eqref{kernel} over two independent points of the strip.

The separation $s=|x-x'|$ of two such points has probability density $2(w-s)/w^2$ on $0<s<w$. With $s=wv$,
\begin{align}
\langle\ln s\rangle
&=\ln w+2\int_0^1(1-v)\ln v\,dv\nonumber\\
&=\ln w+2\left(-1+\frac14\right)=\ln w-\frac32.
\label{average}
\end{align}
For the image term, expand $\ln(1-q)=-\sum_{n\ge1}q^n/n$ with $q=xx'/R^2$. The average of $x^n$ vanishes for odd $n$ and is $a^n/(n+1)$ for even $n$. The same holds for $x'^n$, so
\begin{equation}
B=\ln\frac Rw+\frac32-
\sum_{n=2,4,\ldots}\frac{(a/R)^{2n}}{n(n+1)^2}.
\label{disc}
\end{equation}
The sum begins with $(a/R)^4/18$. For $R\gg w$ it can be dropped, which gives the logarithmic spreading resistance
\begin{equation}
R'=\frac1{\pi k}\left(\ln\frac Rw+\frac32\right).
\label{main}
\end{equation}

The additive constant belongs to the chosen temperature. At the centre line, $x=0$ in \eqref{kernel}, the image term vanishes and $\langle\ln|x'|\rangle=a^{-1}\int_0^a\ln x'\,dx'=\ln a-1$. Therefore
\begin{equation}
B_{\rm c}=\ln\frac Ra+1=\ln\frac{2R}{w}+1.
\label{centre}
\end{equation}
The centre exceeds the mean by $\ln2-\tfrac12\approx0.19$ in the bracket when $R\gg w$.

A finite-volume solution of \eqref{problem} checks these results without using the logarithmic kernel. At $R/a=20$ it gives a mean bracket of 3.803, as does \eqref{disc}. At $R/a=1.25$ it gives 1.006, against 1.005 from \eqref{disc}; the image sum there contributes $-0.025$, so the comparison does resolve it.

\section{Isothermal back face}

Consider now a substrate that meets its heat sink at a flat face. Let $T=0$ at $y=t$, and let the chip extend sideways by much more than $t$. Put the line source at the origin, write $\zeta=x+iy$, and consider
\begin{equation}
g_t=-\ln\left|\tanh\frac{\pi\zeta}{4t}\right|.
\label{slabfield}
\end{equation}
This is the real part of an analytic function, hence harmonic, except at the zeros $\zeta=4int$ and poles $\zeta=(4n+2)it$ of the hyperbolic tangent, with integer $n$. The one such point in $0\le y\le t$ is the source itself. Complex conjugation leaves the modulus unchanged, so $g_t$ is even in $y$ and its normal derivative vanishes on the top face away from the source. For real $u$ and $v$,
\begin{equation}
|\tanh(u+iv)|^2=\frac{\sinh^2u+\sin^2v}{\sinh^2u+\cos^2v}.
\label{modulus}
\end{equation}
The back face corresponds to $v=\pi/4$, where the ratio is one and $g_t=0$. The field also vanishes as $|x|\to\infty$. Near the source $g_t\to-\ln(\pi|\zeta|/4t)$, which has the strength required by \eqref{line}.

On the surface, at separation $s$, use $\tanh q=q(1-q^2/3+\cdots)$ with $q=\pi s/4t$:
\begin{equation}
g_t(s)=\ln\frac{4t}{\pi}-\ln s+\frac{\pi^2s^2}{48t^2}+\cdots.
\label{slabexpand}
\end{equation}
The average of $s^2$ is $2w^2\int_0^1(1-v)v^2dv=w^2/6$. Together with \eqref{average} this yields
\begin{equation}
B=\ln\frac{4t}{\pi w}+\frac32+\frac{\pi^2w^2}{288t^2}+\cdots.
\label{slab}
\end{equation}
For $w\ll t$ this is \eqref{main} with the effective radius
\begin{equation}
R=\frac{4t}{\pi}.
\label{effective}
\end{equation}
The effective radius exceeds $t$ because the back face touches the half-cylinder of radius $t$ at one line, directly below the source, and lies outside it elsewhere. Heat that spreads sideways has farther to go. The same replacement in \eqref{centre} gives the centre value, since the constant term of \eqref{slabexpand} is $\ln(4t/\pi)$.

The logarithmic law remains useful up to about $w=t$. Beyond that the quadratic term grows quickly: at $w=2t$ it is 0.14, against 1.05 from the first two terms. At $t=w$ a direct Fourier integration gives $B=1.774$, while the first two terms of \eqref{slab} give 1.742, which is 1.8\% lower. The quadratic term, 0.034, slightly exceeds the difference of 0.032. The next term of the expansion, $-7q^4/90$ before averaging, is negative and about 0.002 in size, which restores the agreement. For $w\gg t$ the expansion fails: heat flows almost straight down, and the resistance times length approaches $t/(kw)$.

\section{An isothermal strip}

A metal contact may force the strip to be isothermal instead of uniformly heated. The heat flux is then unknown. For $R\gg a$ the image term in \eqref{kernel} is negligible, and a normalized density is needed whose logarithmic potential is constant over the strip. Try
\begin{equation}
\rho(x')=\frac1{\pi\sqrt{a^2-x'^2}}.
\label{density}
\end{equation}
Set $x=a\cos\varphi$ and $x'=a\cos\varphi'$. Then $\rho\,dx'$ becomes the uniform weight $d\varphi'/\pi$ on $0<\varphi'<\pi$. The real part of the series for $\ln(1-e^{i\theta})$ is $\ln|2\sin(\theta/2)|=-\sum_{n\ge1}\cos(n\theta)/n$. Since
$|\cos\varphi-\cos\varphi'|=2|\sin\frac{\varphi+\varphi'}2\,\sin\frac{\varphi-\varphi'}2|$,
\begin{align}
\ln|\cos\varphi-\cos\varphi'|
&=-\ln2-\sum_{n\ge1}\frac{\cos n(\varphi+\varphi')+\cos n(\varphi-\varphi')}{n}\nonumber\\
&=-\ln2-\sum_{n\ge1}\frac2n\cos n\varphi\cos n\varphi'.
\label{cosines}
\end{align}
Averaging over $\varphi'$ removes every term of the sum. The average of $\ln|x-x'|$ is therefore $\ln(a/2)$ for every $x$ on the strip, and
\begin{equation}
B_{\rm iso}=\ln R-\ln\frac a2=\ln\frac{4R}{w}.
\label{iso}
\end{equation}
For the flat back face with $w\ll t$, \eqref{effective} turns this into $\ln(16t/\pi w)$.

In this narrow-strip limit the uniform-flux mean is larger by $\frac32-\ln4\approx0.11$. Its sign has a general reason. Let $Q[\rho]$ be the average of the kernel over two points, both weighted by $\rho$. Change the isothermal density by $\delta$, with $\int\delta\,dx=0$ at fixed power. The cross term is $2B_{\rm iso}\int\delta\,dx=0$, so $Q$ changes by $Q[\delta]$. By Green's theorem this is proportional, with a positive factor, to the integral of $|\nabla T_\delta|^2$ over the substrate, where $T_\delta$ is the field produced by $\delta$. It cannot be negative. For uniform flux, $Q$ is the width-averaged bracket.

\section{How long is long?}

Now let the strip have finite length on a substrate with an isothermal back face, and let the substrate extend beyond both ends of the strip by much more than $t$. A nearer adiabatic chip edge reduces the end corrections found below. If the strip runs all the way to such edges, the temperature does not depend on $z$ and the corrections vanish. Expand the field of a point source of power $p$ on the surface in the depth functions $\cos\kappa_my$, with $\kappa_m=(m+\frac12)\pi/t$ and $m=0,1,\ldots$. These satisfy the conditions at both faces, and the integral of their square over the depth is $t/2$. Projecting the heat equation on one of them gives, for its amplitude $T_m$,
\begin{equation}
-k(\nabla_{xz}^2-\kappa_m^2)T_m=\frac{2p}{t}\,\delta(x)\delta(z),
\qquad
T_m=\frac{p}{\pi kt}K_0(\kappa_mr),
\label{modes}
\end{equation}
where $r^2=x^2+z^2$ and $K_0$ is the modified Bessel function. The factor follows because $K_0(\kappa r)/2\pi$ solves the equation with unit source and unit conductivity. With $S(r)=\sum_mK_0(\kappa_mr)$, the surface temperature per unit power is $S(r)/(\pi kt)$.

At mid-length, the sources missing from an infinite strip lie at $|z|>L/2$. Neglecting $w$ against $L$, the deficit of the centre bracket is $(2/t)\int_{L/2}^\infty S(z)\,dz$. The slowest mode, $\kappa_0=\pi/2t$, gives
\begin{equation}
\Delta B_{\rm c}\simeq\frac4\pi\int_{\pi L/4t}^{\infty}K_0(u)\,du,
\label{deficit}
\end{equation}
which is exponentially small for $L\gg t$. Three-dimensional image sums agree: the deficit is $1.4\times10^{-2}$ at $L=5t$ and $2.1\times10^{-4}$ at $L=10t$.

The mean over the whole strip converges more slowly, because regions of length about $t$ at the ends stay cooler. At distance $\ell$ from one end the deficit is $t^{-1}\int_\ell^\infty S(z)\,dz$. Average over the length, count two ends, and extend the range of $\ell$ to infinity, which costs an exponentially small error. Exchanging the order of integration gives
\begin{equation}
\Delta B=\frac2{Lt}\int_0^\infty zS(z)\,dz
=\frac2{Lt}\sum_m\frac1{\kappa_m^2}
=\frac2{Lt}\,\frac{t^2}{2}=\frac tL.
\label{end}
\end{equation}
Here $\int_0^\infty uK_0(u)\,du=1$ and $\sum_m(m+\frac12)^{-2}=\pi^2/2$ were used.

The width gives a small correction. For points separated by $s$ across the strip, $S(z)$ becomes $S(\sqrt{z^2+s^2})$. Since $z\,dz=r\,dr$, the integral in \eqref{end} starts at $r=s$ and loses $\int_0^srS(r)\,dr$. Close to a surface source the temperature per power is $1/(2\pi kr)$, so $S\simeq t/(2r)$ and the loss is $ts/2$. The deficit falls by $s/L$, whose average is $w/(3L)$ because $\langle s\rangle=w/3$. For $w\ll t\ll L$,
\begin{equation}
\frac{\overline T}{P}=\frac1{\pi kL}
\left(\ln\frac{4t}{\pi w}+\frac32-\frac tL+\frac w{3L}\right),
\label{total}
\end{equation}
where $\overline T$ is now averaged over the whole strip.

In the opposite case, $w\ll L\ll t$, the length itself removes the divergence. In a half-space with $T=0$ at infinity, integrating $1/(2\pi kr)$ along the strip gives at its centre
\begin{equation}
B_{\rm c}=\left\langle\operatorname{arsinh}\frac{L}{2|x'|}\right\rangle
\simeq\ln L-\langle\ln|x'|\rangle=\ln\frac{2L}{w}+1.
\end{equation}
Comparison with \eqref{centre} shows that $L$ has taken the place of $R$ for the centre temperature. The mean over the whole strip has a different factor. For points separated by $s$ across the strip, averaging along the length gives $\int_0^L(1-z/L)\,dz/\sqrt{z^2+s^2}\simeq\ln(2L/s)-1$. With \eqref{average} the bracket is $\ln(2L/ew)+\frac32$, which is \eqref{main} with $R=2L/e\approx0.74L$.

\section{A worked case}

Take the round model parameters $k=100\ \mathrm{W/(m\,K)}$, $w=1\ \mu\mathrm m$, $t=100\ \mu\mathrm m$, $L=1000\ \mu\mathrm m$ and $P'=2000\ \mathrm{W/m}$, so that $P=2\ \mathrm W$. The effective radius is $4t/\pi=127.3\ \mu\mathrm m$. For a long strip,
\begin{align}
B&=\ln(127.3)+1.5=6.347,\nonumber\\
R'&=(3.183\times10^{-3})(6.347)=0.0202\ \mathrm{K\,m/W},\nonumber\\
\overline T&=(0.0202)(2000)=40.4\ \mathrm K.
\end{align}
The centre line rises by 41.6 K, and an isothermal strip of the same power by 39.7 K. The choice among these definitions therefore matters at the level of a few per cent.

The position of the outer boundary also matters. For the long strip, doubling the thickness adds 4.4 K to the mean, about 11\% of the original rise, which is more than the spread among the definitions. At the finite length $L=1000\ \mu\mathrm m$ the end term $t/L$ in \eqref{total} also doubles, so the bracket gains $\ln2-0.1$ and the mean rise 3.8 K. Using $R=t$ in place of \eqref{effective} makes the mean 3.8\% too low.

For the finite strip, $t/L=0.1$ lowers the bracket to 6.247. The total resistance falls from 20.2 to 19.9 K/W, and the mean rise from 40.4 to 39.8 K. At mid-length the centre temperature changes by about 1 mK. A two-dimensional calculation is thus accurate for the hottest cross-section of this model while overstating the average over the strip by 1.6\%. The numerical output below gives the separate comparisons.

These temperatures hold for a single strip on a chip that extends by much more than $t$ in both lateral directions, with constant $k$ and a back face held at the reference temperature. In a multi-finger device each parallel strip of equal power at distance $s\gg w$ adds $-\ln\tanh(\pi s/4t)$ from \eqref{slabfield} to the bracket. This is 1.86 at $s=0.2t$, so neighbours closer than $t$ outweigh every correction treated above. Fourier's law is also an assumption at $w=1\ \mu\mathrm m$, and it needs checking when phonons with mean free paths comparable to $w$ carry much of the heat. A conductivity that falls on heating would raise them, as would interface or package resistance between the substrate and the reference.

\section*{Calculated quantities}
\begin{verbatim}
conductivity k = 100 W/(m K)
strip width w = 1 um
substrate thickness t = 100 um
strip length L = 1000 um
power per length P' = 2000 W/m
total power P = 2.000 W
1/(pi k) = 3.183099e-03 K m/W
effective radius 4t/pi = 127.324 um
Half-disc, R/a = 20 (brackets, dimensionless)
  mean: finite volume 3.8029, formula 3.8026
  centre: finite volume 3.9948, formula 3.9957
Half-disc, R/a = 1.25 (brackets, dimensionless)
  mean: finite volume 1.0056, formula 1.0053
  image term in formula = -0.0247
Flat back face (brackets, dimensionless)
  mean: Fourier 6.346738, formula 6.346735
  centre: Fourier 6.539884, formula 6.539882
  isothermal strip: solved 6.2330, formula 6.2330
  increase on doubling t: Fourier 0.693145, ln 2 = 0.693147
  t = w: Fourier 1.7740, log law 1.7416, leading correction 0.0343
Resistance times length and temperature rise, long strip
  mean: 0.020202 K m/W, 40.40 K
  centre: 0.020817 K m/W, 41.63 K
  isothermal strip: 0.019840 K m/W, 39.68 K
  added mean rise on doubling t = 4.41 K
  relative error of mean if R = t is used = -3.81 %
Finite length: deficit of centre bracket at mid-length
  L/t = 5: images 1.400e-02, slowest mode 1.400e-02
  L/t = 10: images 2.063e-04, slowest mode 2.062e-04
Whole-strip mean bracket: images 6.247071, formula 6.247068
total resistance without end correction = 20.202 K/W
total resistance with end correction = 19.885 K/W
whole-strip mean rise with end correction = 39.77 K
relative end correction = -1.57 %
\end{verbatim}
